\section*{Does a grain boundary with unequal channel counts rectify?}

\section{The suspected diode}

\textbf{Q.} I have a narrow metal wire with one grain boundary. At the Fermi energy the left grain has 54 conducting channels and the right grain has 34. An electron arriving from the left, averaged over its channels, gets through with probability 0.532. One arriving from the right gets through with probability 0.845. The boundary is therefore 1.59 times easier to cross from right to left, and even a tiny voltage must drive more current one way than the other. It is a weak diode.

\textbf{A.} Your probabilities can be right and the diode still absent. How do the two grains come to have different channel counts?

\textbf{Q.} They are the same crystal in two orientations. Each site of a cubic array carries one orbital. The hopping energy is $w_u=1.5$ eV along one unique axis and $w_p=1.0$ eV along the other two. The unique axis lies along the wire ($x$) on the left and across it ($y$) on the right. The cross-section is 8 by 8 sites, spaced by 0.27 nm, with hard walls.

\textbf{A.} Then we can count. The transverse standing waves are products of sines with $q=\pi n/9$, $n=1,\dots,8$, and serve both grains. With $k$ the phase advance per atomic layer and $w_x$ the hopping along the wire,
\begin{equation}
E=\varepsilon_n-2w_x\cos k ,
\end{equation}
\begin{align}
\varepsilon^L&=-2w_p(\cos q_y+\cos q_z), & w_x^L&=w_u,\\
\varepsilon^R&=-2w_u\cos q_y-2w_p\cos q_z, & w_x^R&=w_p .
\end{align}
A real $k$ exists if $|E-\varepsilon_n|<2w_x$; such a mode is an open channel. Otherwise the wave decays along the grain.

The Fermi energy is $-0.8$ eV from the band centre. On the left the condition is $|-0.8+2s|<3$ with $s=\cos q_y+\cos q_z$, or $-1.1<s<1.9$. The cosines are $\pm0.940,\pm0.766,\pm0.500,\pm0.174$. No sum reaches 1.9, and ten of the 64 lie below $-1.1$, so $N_L=54$. On the right the condition is $|-0.8+3\cos q_y+2\cos q_z|<2$. Taking $\cos q_y$ from $0.940$ down to $-0.940$, the allowed values of $q_z$ number $4,5,6,7,5,4,2,1$, so $N_R=34$. Spin is not counted.

\section{What conservation demands}

\textbf{Q.} So the counts are real. What is wrong with comparing the probabilities?

\textbf{A.} A probability per arriving electron is not a current until it is multiplied by the number arriving. First we need the constraint that links the two directions. Suppose scattering is elastic and electrons move independently in a mean field. Let $\psi_j$ be the vector of amplitudes on layer $j$, $H_j$ the Hermitian Hamiltonian within the layer, and $w_j$ the real hopping from layer $j$ to $j+1$:
\begin{equation}
i\hbar\dot\psi_j=H_j\psi_j-w_{j-1}\psi_{j-1}-w_j\psi_{j+1}.
\end{equation}
Since $\frac{d}{dt}|\psi_j|^2=2\,\mathrm{Re}(\psi_j^\dagger\dot\psi_j)=\frac{2}{\hbar}\mathrm{Im}(\psi_j^\dagger\, i\hbar\dot\psi_j)$ and $\psi_j^\dagger H_j\psi_j$ is real,
\begin{equation}
\frac{d}{dt}|\psi_j|^2=J_{j-1}-J_j,\qquad
J_j=\frac{2w_j}{\hbar}\,\mathrm{Im}(\psi_j^\dagger\psi_{j+1}).
\end{equation}
The sign of the first term follows from $\mathrm{Im}(\psi_j^\dagger\psi_{j-1})=-\mathrm{Im}(\psi_{j-1}^\dagger\psi_j)$. In a stationary state the left side vanishes, so $J_j$ is the same at every layer.

Far to the left, where decaying waves have died out, an open mode has amplitude $ae^{ikj}+be^{-ikj}$, with $a$ incoming and $b$ outgoing. Then
\begin{align}
\mathrm{Im}(\psi_j^*\psi_{j+1})={}&(|a|^2-|b|^2)\sin k\nonumber\\
&+\mathrm{Im}\!\left[a^*b\,e^{-ik(2j+1)}+b^*a\,e^{ik(2j+1)}\right].
\end{align}
The bracket is a number plus its complex conjugate, so its imaginary part is zero. Different transverse modes are orthogonal and add no cross terms. Each mode carries $v(|a|^2-|b|^2)$, where $v=2w_x\sin k/\hbar$ is its speed in layers per unit time. On the right the incoming wave moves left, which reverses the sign.

Now define $\alpha=\sqrt v\,a$ and $\beta=\sqrt v\,b$, so that $|\alpha|^2$ and $|\beta|^2$ are fluxes. Equal current on both sides means that total incoming flux equals total outgoing flux. With $\beta=S\alpha$,
\begin{equation}
\alpha^\dagger(S^\dagger S-1)\alpha=0\quad\text{for every }\alpha .
\end{equation}
A Hermitian matrix whose expectation value vanishes for every vector is zero, hence $S^\dagger S=1$. Each open mode has one incoming and one outgoing wave, so $S$ is square, of size $N_L+N_R=88$. For a finite square matrix a left inverse is also a right inverse, so $SS^\dagger=1$ too.

\textbf{Q.} The whole matrix is square, but the transmission blocks are not.

\textbf{A.} They need not be. Write
\begin{equation}
S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},
\end{equation}
where $t$ takes left to right and has 34 rows and 54 columns, and $t'$ takes right to left. The upper left blocks of $S^\dagger S=1$ and $SS^\dagger=1$ are
\begin{equation}
r^\dagger r+t^\dagger t=1,\qquad rr^\dagger+t't'^\dagger=1 ,
\end{equation}
both of size $N_L$. The first says where flux sent in from the left goes. The second says where flux leaving to the left came from. Take traces and use $\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,rr^\dagger$:
\begin{equation}
\mathrm{Tr}\,t^\dagger t=N_L-\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,t'^\dagger t'\equiv T .
\label{eq:equal}
\end{equation}
The total transmission is the same in both directions. The averages you quoted are $T/N_L$ and $T/N_R$, whose ratio is $N_L/N_R=54/34=1.59$ whatever the boundary does. Your supposed diode ratio measures the channel counts alone.

\textbf{Q.} Show me with my own boundary. It has three atomic layers with random site energies within $\pm1$ eV. Inside it the hopping along $y$ is the mean of the two grains' values, and between its layers it is 1.22 eV. Each grain is joined to it by that grain's own hopping along the wire.

\textbf{A.} Matching the waves for one such set of site energies gives $T=28.73$ in each direction. Your averages are
\begin{equation}
\frac{28.73}{54}=0.532,\qquad \frac{28.73}{34}=0.845 .
\end{equation}
Multiplying each by its own number of incident channels returns 28.73. The reflected totals are 25.27 on the left and 5.27 on the right; they differ by $N_L-N_R=20$.

\textbf{Q.} Why must the left side reflect so much more?

\textbf{A.} There are not enough ways out. The matrix $t$ has 54 columns but 34 rows, so at least 20 independent combinations of left channels satisfy $t\alpha=0$. For these, $r^\dagger r\alpha=\alpha$: they are fully reflected. The calculation finds 20 of them. Moreover $tt^\dagger$ has $N_R$ eigenvalues. The lower right block of $SS^\dagger=1$ reads $tt^\dagger+r'r'^\dagger=1$, so none exceeds one and $T\le N_R$.

In the limiting case $T=N_R$, every electron from the right gets through, yet the left average is still only $34/54=0.63$. If the right grain had a single channel, the left average could not exceed $1/N_L$. Even then the two totals would agree.

\section{From transmission to current}

\textbf{Q.} Equal sums of probabilities are not yet equal currents. The channels have different speeds.

\textbf{A.} The speed cancels. In a length of $M$ layers the allowed $k$ are $2\pi/M$ apart, so one direction of one channel has $M/(2\pi\hbar v)$ states per unit energy. Dividing by $M$ and multiplying by $v$ gives an incident rate $1/(2\pi\hbar)=1/h$ per unit energy, for fast and slow channels alike. Spin doubles it.

Let each reservoir fill the states leaving it according to its own Fermi function, with $\mu_L-\mu_R=eV$, and count $I$ positive when electrons flow left to right. Then
\begin{equation}
I=\frac{2e}{h}\int\left[T_{L\to R}f_L-T_{R\to L}f_R\right]dE
=\frac{2e}{h}\int T\,(f_L-f_R)\,dE ,
\label{eq:landauer}
\end{equation}
where the second form uses Eq.~\eqref{eq:equal} at each energy. If the totals differed at some energy, the first form would give a net flow there even with $f_L=f_R$, between reservoirs in equilibrium.

Place the potentials at $\mu\pm eV/2$. Then $f_L-f_R=eV(-\partial f/\partial E)+O(V^3)$, because the difference is odd in $V$. To first order,
\begin{equation}
I=GV,\qquad G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Reversing $V$ reverses $I$ and leaves its size unchanged.

For your wire at zero temperature, $G=77.48\ \mu\mathrm{S}\times28.73=2.226$ mS, or 449 $\Omega$. At 300 K the thermally weighted transmission is 28.65, which lowers $G$ by 0.3\% to 2.22 mS.

\section{Two attempts to rescue the diode}

\textbf{Q.} Perhaps you have only restated time reversal: each path has a reversed path with the same probability. A magnetic field would break that.

\textbf{A.} It breaks the pairwise equality but not Eq.~\eqref{eq:equal}, whose derivation never used time reversal. A field gives the hopping within a layer complex phases, and $H_j$ stays Hermitian.

To make the effect visible, put 0.1 flux quantum $h/e$ through each lattice cell of the three boundary layers and keep the site energies fixed. This corresponds to about 5700 T, far beyond a laboratory magnet; it is a test of the argument, not an operating condition. In the calculation, hopping along $y$ in the row numbered $z=0,\dots,7$ acquires the phase $2\pi\times0.1\,z$. The grains have no such phases, so extra transverse flux also threads the cells that join them to the boundary. The probability from channel $n$ to $m$ then differs from that from $m$ to $n$ by up to 0.076. The total changes to 16.15, but it is 16.15 in both directions. The value belongs to this choice of phases, including the flux at the joints; the equality does not depend on it. In five different disordered boundaries with this field, the two totals agreed to within rounding error.

\textbf{Q.} Then use phonons. An electron that scatters inelastically leaves your elastic matrix, so its unitarity no longer helps.

\textbf{A.} The electron leaves the elastic beam but not the wire. A simple description adds a third terminal, a probe $P$, which absorbs electrons at the boundary sites and returns them with no phase memory. Its potential $\mu_P$ floats so that its net current is zero. Let $T_{ij}$ be the total transmission from terminal $j$ to $i$. The enlarged scattering matrix is unitary, so the argument of Eq.~\eqref{eq:equal} gives, for each terminal, equal sums out and in:
\begin{equation}
T_{RL}+T_{PL}=T_{LR}+T_{LP},
\label{eq:sum}
\end{equation}
\begin{equation}
D\equiv T_{LP}+T_{RP}=T_{PL}+T_{PR}.
\end{equation}

Raise $\mu_L$ by $\delta$ and hold $\mu_R$ at zero. Zero probe current requires $D\mu_P=T_{PL}\delta$. The current into the right, per $\delta$ and in units of $2e/h$, is $C_\to$; raising $\mu_R$ instead gives $C_\leftarrow$:
\begin{equation}
C_\to=T_{RL}+\frac{T_{RP}T_{PL}}{D},\qquad
C_\leftarrow=T_{LR}+\frac{T_{LP}T_{PR}}{D}.
\end{equation}
Insert $T_{RP}=D-T_{LP}$ and $T_{PR}=D-T_{PL}$ in the difference:
\begin{align}
C_\to-C_\leftarrow
&=T_{RL}-T_{LR}+\frac{(D-T_{LP})T_{PL}-T_{LP}(D-T_{PL})}{D}\nonumber\\
&=T_{RL}-T_{LR}+T_{PL}-T_{LP}=0 ,
\end{align}
where the products $T_{LP}T_{PL}$ cancel and the last step is Eq.~\eqref{eq:sum}.

To size this, take a rough mean free path $\ell=7$ nm and the largest speed along the unique axis, $2w_ua/\hbar$ with $a=0.27$ nm. The level broadening on each boundary site is
\begin{equation}
\frac{\hbar}{\tau}=\frac{2w_ua}{\ell}
=\frac{2\times1.5\ \mathrm{eV}\times0.27\ \mathrm{nm}}{7\ \mathrm{nm}}=0.116\ \mathrm{eV}.
\end{equation}
Without a field, the full coefficient is 27.52, which is 4.2\% below the elastic value. With the enormous field restored, the direct parts are 12.90 from left to right and 12.86 from right to left. They differ, but both full coefficients are 15.89.

This also shows a condition of the result. If the third terminal were a real wire held at the potential of the undriven side, the current collected by the undriven grain would be given by the direct part alone, and the two direct parts can differ in a field. Electrons would then be drained away, and the device would no longer have two terminals.

\section{Where rectification can begin}

\textbf{Q.} Is there no rectification at any voltage?

\textbf{A.} That would claim too much. A finite voltage shifts the bands and changes the boundary potential, so the transmission becomes $T(E;V)=T(E)+V\,T_1(E)+\dots$. Equation~\eqref{eq:equal} still holds at each $V$, but the current gains a term
\begin{equation}
I_2=\frac{2e^2}{h}V^2\int T_1(E)\left(-\frac{\partial f}{\partial E}\right)dE ,
\end{equation}
which keeps its sign when $V$ reverses.

If the whole structure were its own mirror image, reversing $V$ would amount to exchanging left and right, so $T_{L\to R}(E;V)=T_{R\to L}(E;-V)$. With equal totals this gives $T(E;V)=T(E;-V)$, hence $T_1=0$. Your two grains break mirror symmetry and permit $I_2$. So could an asymmetric boundary between grains with equal counts.

For an estimate, let each grain's bands follow its reservoir and let the potential fall linearly across the boundary. At 300 K the model gives $22.214\ \mu$A at $+10$ mV and $-22.175\ \mu$A at $-10$ mV. The even part divided by the odd part is
\begin{equation}
\frac{I(V)+I(-V)}{I(V)-I(-V)}=\frac{0.039}{44.389}=0.09\% .
\end{equation}
At 20 mV it is 0.18\%. The size depends on the assumed potential: if the grains' bands instead shift to the potentials $U_L$ and $U_R$ of the next section, about $+0.23\,eV$ and $-0.08\,eV$ because most of the voltage drops at the contacts, the ratio at 20 mV falls to about 0.03\%. The doubling is what a $V^2$ term beside a linear current requires, and the ratio tends to zero with $V$.

A heavy interconnect load is roughly 10 MA/cm$^2$. Through your cross-section of 4.67 nm$^2$ this is $0.467\ \mu$A, and division by 2.22 mS gives 0.21 mV. Scaling the ratio linearly from 10 mV leaves about 0.002\%, whereas the current ratio of 1.59 you expected would make it $0.59/2.59=23\%$.

\section{Which reflection coefficient?}

\textbf{Q.} My resistivity model asks for one reflection coefficient per boundary. Do I enter $1-0.532=0.468$ or $1-0.845=0.155$?

\textbf{A.} Neither number describes the boundary without its side and channel count. A resistance does, once you state how the grains distribute their electrons. Suppose each grain mixes its channels, so that all right-moving channels share one effective potential $p$ and all left-moving ones share $m$. Let $j$ be the current in units of $2e/h$. Electrons moving right in the right grain were either transmitted or reflected:
\begin{equation}
N_Rp_R=Tp_L+(N_R-T)m_R .
\end{equation}
Subtracting $N_Rm_R$, and using the same current in both grains,
\begin{equation}
j=N_R(p_R-m_R)=T(p_L-m_R)=N_L(p_L-m_L).
\end{equation}
Forward and backward states are equally numerous, so each grain's potential is $U=(p+m)/2$. Thus $U_L=p_L-j/(2N_L)$ and $U_R=m_R+j/(2N_R)$. Subtracting and inserting $p_L-m_R=j/T$ gives
\begin{equation}
R_b=\frac{h}{2e^2}\left[\frac1T-\frac12\left(\frac1{N_L}+\frac1{N_R}\right)\right].
\label{eq:rb}
\end{equation}
Exchanging the grains changes nothing. For your boundary,
\begin{equation}
R_b=12906\ \Omega\times(0.03480-0.02397)=140\ \Omega .
\end{equation}
The rest of the 449 $\Omega$ belongs to the contacts. Even at the upper limit $T=N_R$, Eq.~\eqref{eq:rb} leaves $\frac12(1/34-1/54)\times12906\ \Omega=70\ \Omega$. That part comes from the mismatch in channel number. These values are tied to the mixing assumption: diffusive grains with isotropic relaxation-time scattering, in which fast channels deviate more than slow ones, give about 121 $\Omega$ instead of 140 $\Omega$ for the same boundary.

\textbf{Q.} Does this survive several boundaries in a row?

\textbf{A.} Under the same mixing assumption it does, because the potential drops $U_g-U_{g+1}$ add. For five boundaries with this $T$ and alternating grains, the end contacts contribute $1/(2N_L)+1/(2N_R)$:
\begin{equation}
12906\ \Omega\times(0.02397+5\times0.01084)=1009\ \Omega .
\end{equation}
Solving for the occupations grain by grain gives the same value in either direction. If phase coherence persists between boundaries, interference spoils the simple addition, but Eq.~\eqref{eq:equal} still applies to the whole chain.

\textbf{Q.} How far can I carry these numbers to a real line?

\textbf{A.} The bands are those of a model crystal, not of a particular metal. A width of 2.2 nm is well below that of typical lines, which are roughly ten nanometres wide or more. The boundary resistance times area is $6.5\times10^{-12}\ \Omega\,\mathrm{cm}^2$. A free-electron estimate for copper reaches the same value with a reflection coefficient of about 0.4, so the model's value is of a plausible order. Under the mixing assumption, half of it is the channel-number part found above; the rest depends on how the waves of the two grains match and on the disorder chosen. Real lines also scatter electrons inelastically. The probe, which acted only within the boundary, changed the conductance here by about 4\%; scattering along the grains would add further resistance. Several orbitals per atom, spin-orbit coupling, rough walls, self-consistent screening and Joule heating are left out, and their effect on these numbers is not estimated. The numerical output below lists the values at fuller precision.

\textbf{Q.} Then if I measure a clear difference between forward and reverse current at a fraction of a millivolt, I should not blame the channel counts.

\textbf{A.} No. At cryogenic temperatures the nonlinear terms can be larger (about 0.03\% at 0.2 mV and 4 K in this model if the Fermi energy sits at a channel threshold), and effects left out here may enter. For a metal wire near room temperature, look for current leaking in from a third conductor held at a fixed, different potential, a temperature difference between the contacts, or an offset in the instrument. Each adds a current that does not reverse with the voltage. The 54 and 34 channels set how the reflection is shared between the two sides, while the linear current in both directions is set by the same 28.73.

\section*{Calculated quantities}
\begin{verbatim}
Site spacing: 0.27 nm; wire width: 2.16 nm
Wire cross-section: 4.666 nm^2
Boundary thickness (3 layers): 0.81 nm
Hopping along unique axis: 1.50 eV; across: 1.00 eV
Hopping along wire between boundary layers: 1.2247 eV
Fermi energy from band centre: -0.80 eV
Boundary site energies: within +/- 1.00 eV
Open channels, left grain N_L: 54
Open channels, right grain N_R: 34
Total transmission left to right: 28.734519
Total transmission right to left: 28.734519
Total reflection, left: 25.265481; right: 5.265481
Average transmission per left channel: 0.5321
Average transmission per right channel: 0.8451
Ratio of averages, right over left: 1.5882
Upper bound on left average, N_R/N_L: 0.6296
Fully reflected left combinations: 20
Largest unitarity error: 2.2e-15
Conductance quantum 2e^2/h: 77.4809 uS
Conductance at 0 K: 2.2264 mS
Two-terminal resistance at 0 K: 449.16 ohm
Boundary resistance without contact terms: 139.86 ohm
Boundary resistance times area: 6.525e-12 ohm cm^2
Chain of 5 boundaries, resistance forward: 1008.59 ohm
Chain of 5 boundaries, resistance backward: 1008.59 ohm
Field test: flux per cell 0.10 h/e, field 5673 T
Field test: total transmission 16.153489
Field test: largest single-pair nonreciprocity 0.0763
Field test: largest gap of totals, 5 boundaries 3.6e-15
Rough mean free path: 7.0 nm; probe rate: 0.1157 eV
Probe, no field: full coefficient 27.5151
Probe, no field: change from elastic -4.24 %
Probe and field: direct left to right 12.904563
Probe and field: direct right to left 12.855152
Probe and field: full left to right 15.885207
Probe and field: full right to left 15.885207
Temperature: 300 K; thermal energy: 25.85 meV
Thermally averaged transmission: 28.6455
Conductance at 300 K: 2.2195 mS
Thermal change of conductance: -0.31 %
Current at +10 mV: 22.21364 uA; at -10 mV: -22.17453 uA
Even over odd current at 10 mV: 0.08812 %
Current at +20 mV: 44.46257 uA; at -20 mV: -44.30564 uA
Even over odd current at 20 mV: 0.17679 %
Rough heavy load: 10 MA/cm^2; current 0.4666 uA
Voltage across boundary and contacts at this load: 0.2102 mV
Even over odd current at this load, magnitude: 1.85e-03 %
\end{verbatim}
